# Why a compensated ferrimagnet is not an altermagnet

**Question**

I am studying a collinear magnet with two magnetic sublattices, A and B, occupied by different atoms. A calculation without spin-orbit coupling gives antiparallel sublattice moments, zero total moment per cell, and bands that are clearly spin split. The splitting even changes sign between two edges of the Brillouin zone. I concluded that this is an altermagnet: no net moment, yet spin-split bands.

A colleague objects that the bands are also split at the zone centre and that my material is "just a compensated ferrimagnet". I don't see the difference. If no symmetry makes the two sublattices equivalent, why should their moments cancel at all, rather than nearly cancel? And if they do cancel, what is left to distinguish the two cases?

**Answer**

Your colleague's objection is sound. In a magnet with spin-split bands, a zero moment can be enforced by symmetry or by electron counting, and this is what distinguishes your two cases. I first state what symmetry does, then use a two-band model in which both kinds of magnet can be worked out completely.

**What an altermagnet's symmetry enforces**

Without spin-orbit coupling, a collinear magnet has separate Hamiltonians $H_\uparrow$ and $H_\downarrow$ for the two spin channels. I treat independent electrons in given exchange fields, as in a mean-field band calculation, with no orbital currents, so that both Hamiltonians are real in a basis of real orbitals.

Suppose a spatial operation $S$ of the crystal exchanges the sublattices of opposite spin, so that
$$S H_\uparrow S^{-1}=H_\downarrow .$$
If $\psi$ is an eigenstate of $H_\uparrow$ with energy $E$, then $H_\downarrow S\psi=SH_\uparrow\psi=E\,S\psi$. The two channels therefore have the same spectrum. At a common chemical potential and temperature they hold the same number of electrons, and the spin moment vanishes whatever the filling.

Let $R$ be the rotational part of $S$. Since $S$ carries a Bloch state at $\mathbf k$ to one at $R\mathbf k$,
$$E_\uparrow(\mathbf k)=E_\downarrow(R\mathbf k).$$
The kind of operation now matters.

- If $S$ is a translation, $R$ is the identity and the bands are spin degenerate at every $\mathbf k$.
- If $S$ is an inversion, $E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k)$. A real $H_\downarrow$ has $E_\downarrow(-\mathbf k)=E_\downarrow(\mathbf k)$, so the bands are again degenerate. These two cases are ordinary antiferromagnets.
- If the sublattices are related by some other rotation or a mirror, and by no operation that sends every $\mathbf k$ to $\mathbf k$ or $-\mathbf k$, splitting is allowed at general $\mathbf k$. This is an altermagnet. In a bulk crystal the excluded operations are translation and inversion; in a planar system a half turn about the normal and the mirror in the plane act on $\mathbf k$ in the same way and also force degeneracy.

In all three cases $R\mathbf 0=\mathbf 0$, so the up and down levels coincide at the zone centre $\Gamma$. A splitting at $\Gamma$, in this regime, excludes an altermagnet.

**A model that contains both magnets**

Take a square lattice of unit spacing, with A at the corners and B at the centres of the squares, and one orbital per site. The hopping amplitude between neighbouring A and B sites is $-t$. Within A it is $p$ along $x$ and $q$ along $y$; within B it is $q$ along $x$ and $p$ along $y$. With $\sigma=+1$ for up and $-1$ for down, the site energies are
$$\varepsilon_A=a-\sigma h_A,\qquad \varepsilon_B=-a+\sigma h_B .$$
Here $a$ describes a chemical difference between the sites, and $h_A,h_B$ are exchange fields that favour up on A and down on B. Define
$$h=\tfrac12(h_A+h_B)>0,\qquad b=\tfrac12(h_A-h_B).$$
Energies will be quoted in units of $t$, the natural scale of the model.

Hopping to the two neighbours at $\pm\hat x$ contributes $2\cos k_x$ times the amplitude, and likewise for $y$. The diagonal elements of the Bloch Hamiltonian are therefore
$$H_{AA}=a-\sigma h_A+2p\cos k_x+2q\cos k_y,$$
$$H_{BB}=-a+\sigma h_B+2q\cos k_x+2p\cos k_y .$$
The four A–B neighbours lie at $(\pm\frac12,\pm\frac12)$, and the sum of their phases factorizes:
$$H_{AB}=-t\left(2\cos\tfrac{k_x}{2}\right)\left(2\cos\tfrac{k_y}{2}\right)=-4t\cos\tfrac{k_x}{2}\cos\tfrac{k_y}{2}\equiv g .$$
A real symmetric $2\times2$ matrix has eigenvalues equal to the mean of its diagonal elements, plus or minus the root of the squared half-difference plus the squared off-diagonal element. The mean is
$$\tfrac12(H_{AA}+H_{BB})=e_0-\sigma b,\qquad e_0=(p+q)(\cos k_x+\cos k_y),$$
and the half-difference is
$$\tfrac12(H_{AA}-H_{BB})=a-\sigma h+d,\qquad d=(p-q)(\cos k_x-\cos k_y).$$
Hence
$$E_{\sigma\pm}=e_0-\sigma b\pm R_\sigma,\qquad R_\sigma=\sqrt{g^2+(a-\sigma h+d)^2}.$$

**The altermagnet: $a=b=0$, $p\neq q$**

A quarter turn followed by a shift, $(x,y)\to(\frac12-y,\frac12+x)$, takes A sites to B sites. It also turns the $x$ bonds of A, with amplitude $p$, into $y$ bonds of B, which have the same amplitude. When $a=b=0$ it maps $H_\uparrow$ onto $H_\downarrow$. A pure translation or an inversion would leave $x$ bonds along $x$, where A has $p$ and B has $q$, so neither can do this unless $p=q$.

The bands show the same thing. Under the quarter turn $e_0$ and $g^2$ are unchanged, while $d$ changes sign. Therefore
$$R_\downarrow^2(R\mathbf k)=g^2+(h-d)^2=g^2+(-h+d)^2=R_\uparrow^2(\mathbf k).$$
At a fixed $\mathbf k$ the channels differ by
$$R_\uparrow^2-R_\downarrow^2=(d-h)^2-(d+h)^2=-4hd,$$
which vanishes at $\Gamma$ and along the diagonals $|k_x|=|k_y|$.

For numbers take $t=1$, $p=0.6$, $q=0.2$, $h=2.5$. At $\Gamma$ both channels have levels at $-3.117$ and $6.317$. At $(\pi,0)$, $g=e_0=0$ and $d=0.4\times(-2)=-0.8$, so the lower levels are $-|-2.5-0.8|=-3.3$ for up and $-|2.5-0.8|=-1.7$ for down. Their difference, up minus down, is $-1.6$. At $(0,\pi)$ it is $+1.6$, as the rotation requires.

**The ferrimagnet: no operation relates the channels**

Now let $a$ or $b$ be nonzero. The quarter turn fails, but could some less obvious operation still exchange the sublattices? Traces settle this, because any operation with $SH_\uparrow S^{-1}=H_\downarrow$ would give $\operatorname{tr}H_\uparrow^n=\operatorname{tr}H_\downarrow^n$ for every $n$.

In the site basis hopping does not contribute to $\operatorname{tr}H$. Per cell, $\operatorname{tr}H_\sigma=-\sigma(h_A-h_B)=-2\sigma b$, so
$$\operatorname{tr}H_\uparrow-\operatorname{tr}H_\downarrow=-4b .$$
The trace of $H^2$ is the sum of the squares of all matrix elements. The hopping part is the same for both spins and cancels in the difference. The site part is $(a-\sigma h_A)^2+(-a+\sigma h_B)^2$, whose spin-dependent term is $-2\sigma a(h_A+h_B)=-4\sigma ah$. Thus
$$\operatorname{tr}H_\uparrow^2-\operatorname{tr}H_\downarrow^2=-8ah .$$
If either difference is nonzero, no operation relates the channels. With $h>0$, both vanish only for $a=b=0$, which is the symmetric case above.

Take $a=0.6$ and $b=0.2$, so that $h_A=2.7$ and $h_B=2.3$. The differences are $-0.8$ and $-8\times0.6\times2.5=-12$, in units of $t$ and $t^2$. This magnet is not an altermagnet, whatever its total moment.

**Splitting at the zone centre**

At $\Gamma$, $d=0$. The splittings of the lower and upper pairs, up minus down, are
$$\Delta_-=-2b-(R_\uparrow-R_\downarrow),\qquad \Delta_+=-2b+(R_\uparrow-R_\downarrow),$$
with
$$R_\uparrow^2-R_\downarrow^2=(a-h)^2-(a+h)^2=-4ah .$$
Since $\Delta_-+\Delta_+=-4b$, both can vanish only if $b=0$. Then $R_\uparrow=R_\downarrow$ is also needed, which requires $a=0$. In this model, complete degeneracy at $\Gamma$ and the symmetry between the channels have the same condition.

In the example the up levels at $\Gamma$ are $-3.028$ and $5.828$, and the down levels are $-3.261$ and $6.861$. The splittings are $\Delta_-=0.232$ and $\Delta_+=-1.032$.

One pair can still be degenerate by accident. With $a=0.6$, setting $b=0.316$ makes $\Delta_-=0$ but leaves $\Delta_+=-1.265$. A single crossing at $\Gamma$ therefore does not prove that the sublattices are equivalent.

**Why the sign change misled you**

Away from $\Gamma$,
$$R_\uparrow^2-R_\downarrow^2=(a+d-h)^2-(a+d+h)^2=-4h(a+d).$$
The anisotropic term $d$ is still there; the chemical difference $a$ only offsets it. If $d$ is large enough to outweigh $a$, this difference changes sign in a ferrimagnet too. The splitting of the lower pair, $-2b-(R_\uparrow-R_\downarrow)$, changes sign if $R_\uparrow-R_\downarrow$ takes values on both sides of $-2b$. For the upper pair, the dividing value is $+2b$.

For $a=0.6$, $b=0.2$, at $(\pi,0)$ we have $R_\uparrow=|0.6-2.5-0.8|=2.7$ and $R_\downarrow=|0.6+2.5-0.8|=2.3$. The lower pair is split by $-0.4-(2.7-2.3)=-0.8$. At $(0,\pi)$, where $d=+0.8$, the roots are $1.1$ and $3.9$, and the splitting is $-0.4-(1.1-3.9)=2.4$. The signs are opposite, as in your calculation, but the magnitudes differ. An altermagnet with this quarter turn would need $\pm$ the same value, for both pairs. Equal magnitudes in one pair prove nothing: at these two points $g=0$, and for $|a+d|<h$ the lower pair is split by $-2b+2(a+d)$ and the upper by $-2b-2(a+d)$. A ferrimagnet with $a=b=0.4$ thus has lower splittings $-1.6$ and $+1.6$, as in the altermagnet, but upper splittings $0$ and $-3.2$.

**Why the moment is nevertheless zero**

The cancellation comes from counting electrons. Let $N$ be the number of electrons per magnetic cell, an integer for a stoichiometric crystal, and let
$$M=N_\uparrow-N_\downarrow,\qquad N=N_\uparrow+N_\downarrow .$$
With the electron $g$ factor taken as 2, $M$ is the spin moment in Bohr magnetons, counted positive for an excess of up electrons.

Suppose that at zero temperature the Fermi level lies in a gap of the down channel. Every down band is then completely full or completely empty. A full band of one spin holds one electron per cell, so $N_\downarrow$ is an integer. Eliminating $N_\uparrow=N-N_\downarrow$ gives
$$M=N-2N_\downarrow .$$
If the up channel is the gapped one, the same argument gives $M=2N_\uparrow-N$. In both cases $M$ is an integer, even if the other channel is metallic.

A gap alone does not make this integer zero. That requires $N$ to be even and the gapped channel to have $N/2$ filled bands. The same model shows the difference: for $a=0.6$ and a large imbalance $b=6$, the field $h_B=h-b=-3.5$ has changed sign, so both sites favour up, and the fields are now strong enough to put both up bands below both down bands. With $N=2$ there is a gap of $1.27$, and $M=2$.

For $b=0.2$ one band of each spin is filled, and $M=0$. The model assigns all electrons to the two sites, so $m_A+m_B=M=0$. On a cluster of $12\times12$ cells the site moments are $0.814$ and $-0.814$, although the atoms and their exchange fields differ. This is the answer to your question about near cancellation: the site moments may vary with the details, but at a fixed number of electrons the total moment per cell cannot change while the gap at the Fermi level persists. In a real crystal that total includes any moment on other atoms and between the atoms, so the moments on A and B alone need only nearly cancel.

**How far the zero persists**

The imbalance $b$ acts as a uniform field on the spins, so it may seem odd that it induces no moment. It enters $H_\sigma$ only as $-\sigma b$ times the unit matrix. It shifts the up levels down and the down levels up, without changing any wave function. The moment can change only when electrons move from one channel to the other, and a gap prevents this until an empty level of one spin meets a filled level of the other. For increasing $b$, it is an empty up level that meets a filled down level.

For $a=0.6$ and $b=0$, the bottom of the up conduction band is at $(\pi,\pi)$, where $e_0=-1.6$ and $g=d=0$. Its energy is $-1.6+1.9=0.3$. The top of the down valence band is at $(\pi,0)$, with energy $-2.3$. Raising $b$ brings them together when
$$0.3-b=-2.3+b,\qquad b=1.3 .$$
The numerical search over a $60\times60$ grid finds the same limit. The moment is zero at $b=1.25$, then about $0.02$ at $b=1.35$ and $0.19$ at $b=1.8$.

The chemical difference can also be changed. With $b=0.2$, the moment stayed at zero for all 22 values of $a$ tested between $0$ and $2.1$. No adjustment of the two atoms to each other is needed within this range.

**A case an altermagnet cannot imitate**

At the end of that range, $a=2.1$, the two up bands overlap in energy by $0.8$, so the up channel is metallic. The down channel has a gap from $-3.6$ to $3.2$, and the Fermi level, at $-1.11$, lies inside it. This is a half-metal with no net moment.

The upper up band contains $0.055$ electrons per cell, and the lower one lacks the same number. Hence
$$N_\uparrow=(1-0.055)+0.055=1=N_\downarrow .$$
The equality of the two pockets is not a symmetry: it follows from $N=2$ and $N_\downarrow=1$. In an altermagnet the channels have identical spectra, so one cannot be gapped at the Fermi level while the other is metallic.

**Doping and heating tell them apart**

Add $x$ electrons per cell and suppose that the down channel stays gapped at the Fermi level. Then $N=2+x$ with $N_\downarrow=1$, and
$$M=(2+x)-2=x .$$
In the insulating ferrimagnet ($a=0.6$, $b=0.2$) the up gap runs from $-1.3$ to $0.1$ and the down gap from $-2.1$ to $1.7$. The first added electrons and the first holes both go into the up channel. For $x=\pm0.05$ the calculated moment is $\pm0.05$, and the half-metal gives the same. The altermagnet stays at zero, because its two channels are filled equally.

Heating also removes the basis of the counting argument, since bands are no longer completely full or empty. At $k_BT=0.5$ the insulating ferrimagnet has $M=0.010$. At $k_BT=0.05$ the moment is zero to the five decimals calculated, because the chemical potential lies inside the up gap, between $-1.3$ and $0.1$, and is therefore many $k_BT$ away from both edges of the down gap, at $-2.1$ and $1.7$. It is this distance, not the width of the down gap, that suppresses changes in the down occupation: near the limit $b=1.3$ the down gap is equally wide, but the chemical potential lies close to its lower edge and a thermal moment appears at much lower temperature. The altermagnet has $M=0$ at both temperatures.

These comparisons keep the exchange fields fixed. In a real magnet they respond to doping and temperature. This changes the site moments and the size of the thermal moment, but at zero temperature the doped moment stays at $M=x$ as long as the down channel keeps its gap at the Fermi level with one filled band, since the counting does not involve the fields. The altermagnet's zero survives such changes as long as the new fields keep the symmetry between the sublattices. With spin-orbit coupling the spin channels mix. Neither the separate counting of up and down electrons nor the symmetry argument used here then applies as it stands.

**What this means for your material**

Look first for an operation that maps every A atom, with its surroundings, onto a B atom. Different chemical elements on the two sublattices rule it out, so your magnet is not an altermagnet. The splitting at $\Gamma$ confirms this; the sign change elsewhere does not contradict it.

Then check why the moment vanishes. Find a spin channel with a gap at the Fermi level and count its filled bands: there should be $N/2$. While that gap persists, changes of structure that leave $N$ unchanged keep the moment at zero. If neither channel is gapped, this argument does not protect the zero, and even a small change of that kind may remove it.

The numerical check builds a cluster bond by bond, confirms the band formula on it, and uses that formula on a larger grid. It fills both channels to a common Fermi level, without imposing the moment.

## Computed results

```
hoppings t, p, q = 1.0, 0.6, 0.2 (unit t)
grid: 60 x 60 k points; cluster: 12 x 12 cells
altermagnet: a, hA, hB = 0.0, 2.5, 2.5 t
  trace difference of H: 0.000 t; of H^2: 0.000 t^2
  Gamma levels up:   -3.1170, 6.3170 t
  Gamma levels down: -3.1170, 6.3170 t
  Gamma splitting up-down: 0.0000, 0.0000 t
  lower-band splitting at (pi,0), (0,pi): -1.600, 1.600 t
  gap up, down (negative = overlap): 2.600, 2.600 t
  cluster moments on A, B: 0.8248, -0.8248 mu_B
  total moment at 2 electrons per cell: 0.000000 mu_B
insulating ferrimagnet: a, hA, hB = 0.6, 2.7, 2.3 t
  trace difference of H: -0.800 t; of H^2: -12.000 t^2
  Gamma levels up:   -3.0283, 5.8283 t
  Gamma levels down: -3.2606, 6.8606 t
  Gamma splitting up-down: 0.2323, -1.0323 t
  lower-band splitting at (pi,0), (0,pi): -0.800, 2.400 t
  gap up, down (negative = overlap): 1.400, 3.800 t
  cluster moments on A, B: 0.8140, -0.8140 mu_B
  total moment at 2 electrons per cell: 0.000000 mu_B
half-metallic ferrimagnet: a, hA, hB = 2.1, 2.7, 2.3 t
  trace difference of H: -0.800 t; of H^2: -42.000 t^2
  Gamma levels up:   -2.6200, 5.4200 t
  Gamma levels down: -4.2959, 7.8959 t
  Gamma splitting up-down: 1.6760, -2.4760 t
  lower-band splitting at (pi,0), (0,pi): 2.200, 4.600 t
  gap up, down (negative = overlap): -0.800, 6.800 t
  cluster moments on A, B: 0.5989, -0.5989 mu_B
  total moment at 2 electrons per cell: 0.000000 mu_B
half-metal Fermi level: -1.112 t; down gap from -3.600 to 3.200 t
half-metal up channel: 0.0553 electrons, 0.0553 holes per cell
largest |M| for a from 0.0 to 2.1 t, b = 0.2 t: 0.000000 mu_B
plateau limit for a = 0.6 t: b = 1.300 t
  M at b = 1.250 t: 0.00000 mu_B
  M at b = 1.350 t: 0.01611 mu_B
  M at b = 1.800 t: 0.19167 mu_B
b = 6.0 t: gap 1.272 t, M = 2.0000 mu_B
accidental Gamma crossing at b = 0.3162 t: splittings 0.0000, -1.2646 t
doping +0.05 per cell: M altermagnet 0.0000, insulating 0.0500, half-metal 0.0500 mu_B
doping -0.05 per cell: M altermagnet 0.0000, insulating -0.0500, half-metal -0.0500 mu_B
kT = 0.05 t: M altermagnet 0.00000, insulating ferrimagnet 0.00000 mu_B
kT = 0.50 t: M altermagnet 0.00000, insulating ferrimagnet 0.01018 mu_B
```
